# Thermal-Field Deviation in a Stochastic Micromagnetic Cell: test program

```python
"""Thermal field of a micromagnetic cell in the stochastic LLG equation.

Result under test: standard deviation of each field component, in tesla,
    sigma = sqrt(2 alpha kB T / (gamma M V dt)).
alpha: Gilbert damping; T: temperature; gamma: gyromagnetic ratio, rad/(s T);
M: saturation magnetization; V: cell volume; dt: time step.
The noise strength D is defined by <b_i(t) b_j(t')> = 2 D delta_ij delta(t-t').
"""
import numpy as np
import sympy as sp
from scipy import constants as const

GAMMA = const.physical_constants["electron gyromag. ratio"][0]
KB = const.k
MU0 = const.mu_0

edge = 2e-9
magnetization = 1e6
alpha = 0.01
temperature = 300.0
time_step = 1e-14
volume = edge**3
moment = magnetization * volume
thermal_energy = KB * temperature


def field_deviation(dt, cell_volume=volume):
    return np.sqrt(2 * alpha * thermal_energy
                   / (GAMMA * magnetization * cell_volume * dt))


# ---- Test 1: noise strength required by a stationary Boltzmann density ----
def required_noise_strengths(noise_in_damping, damping, gyro, mom, kt):
    """Solve <L f> = 0 for D, where L is the Stratonovich generator."""
    x, y, z = coords = sp.symbols("x y z", real=True)
    m = sp.Matrix(coords)
    applied = sp.Matrix([0.4, -0.3, 0.8])
    anisotropy = 0.6
    energy = -mom * applied.dot(m) - anisotropy * z**2
    field = -sp.Matrix([sp.diff(energy, c) for c in coords]) / mom
    rate = gyro / (1 + damping**2)

    def velocity(b, damp):
        return -rate * (m.cross(b) + damp * m.cross(m.cross(b)))

    def derivative_along(v, f):
        return sum(v[i] * sp.diff(f, coords[i]) for i in range(3))

    nodes, weights = np.polynomial.legendre.leggauss(30)
    phi = 2 * np.pi * np.arange(40) / 40
    zz, pp = np.meshgrid(nodes, phi, indexing="ij")
    rho = np.sqrt(1 - zz**2)
    points = (rho * np.cos(pp), rho * np.sin(pp), zz)
    boltzmann = np.exp(-sp.lambdify(coords, energy, "numpy")(*points) / kt)
    measure = weights[:, None] * boltzmann

    def average(expression):
        values = sp.lambdify(coords, expression, "numpy")(*points)
        return np.sum(measure * values) / np.sum(measure)

    noise_damping = damping if noise_in_damping else 0
    strengths = []
    for f in (x, y, z, x * z, z**2):
        drift = derivative_along(velocity(field, damping), f)
        diffusion = 0
        for k in range(3):
            unit = sp.Matrix([1 if i == k else 0 for i in range(3)])
            g = velocity(unit, noise_damping)
            diffusion += derivative_along(g, derivative_along(g, f))
        strengths.append(-average(drift) / average(diffusion))
    return np.array(strengths)


test_damping, test_gyro, test_moment, test_kt = 0.3, 1.3, 0.7, 0.5
derived = test_damping * test_kt / (test_gyro * test_moment)
full_noise = required_noise_strengths(
    True, test_damping, test_gyro, test_moment, test_kt)
precession_noise = required_noise_strengths(
    False, test_damping, test_gyro, test_moment, test_kt)
assert np.allclose(full_noise, derived, rtol=1e-8)
assert np.allclose(precession_noise, derived * (1 + test_damping**2),
                   rtol=1e-8)


# ---- Direct integration of the stochastic equation (Heun scheme) ----
def cross(a, b):
    return np.array([a[1] * b[2] - a[2] * b[1],
                     a[2] * b[0] - a[0] * b[2],
                     a[0] * b[1] - a[1] * b[0]])


def llg_rate(m, b):
    torque = cross(m, b)
    return -GAMMA / (1 + alpha**2) * (torque + alpha * cross(m, torque))


def simulate(m, field_z, dt, sigma, steps, discarded, rng):
    """Return the final mean m_z and its time average after discarded steps."""
    total = 0.0
    for step in range(steps):
        b = sigma * rng.standard_normal(m.shape)
        b[2] += field_z
        first = llg_rate(m, b)
        second = llg_rate(m + dt * first, b)
        m = m + 0.5 * dt * (first + second)
        m /= np.sqrt(m[0]**2 + m[1]**2 + m[2]**2)
        if step >= discarded:
            total += m[2].mean()
    return m[2].mean(), total / (steps - discarded)


rng = np.random.default_rng(12345)
sigma = field_deviation(time_step)
long_step = 4 * time_step
sigma_long = field_deviation(long_step)

# ---- Test 2: zero-field decay must not depend on the time step ----
rotational_diffusion = (alpha * GAMMA * thermal_energy
                        / ((1 + alpha**2) * moment))
duration = 2000 * time_step
aligned = np.zeros((3, 4000))
aligned[2] = 1.0
loss_short = 1 - simulate(aligned, 0.0, time_step, sigma, 2000, 0, rng)[0]
loss_long = 1 - simulate(aligned, 0.0, long_step, sigma_long, 500, 0, rng)[0]
loss_wrong = 1 - simulate(aligned, 0.0, long_step, sigma, 500, 0, rng)[0]
loss_theory = 1 - np.exp(-2 * rotational_diffusion * duration)
loss_wrong_theory = 1 - np.exp(-8 * rotational_diffusion * duration)
# Sampling error is about 1.6 percent for 4000 independent cells.
assert abs(loss_short / loss_theory - 1) < 0.08
assert abs(loss_long / loss_theory - 1) < 0.08
assert abs(loss_wrong / loss_wrong_theory - 1) < 0.08

# ---- Test 3: long-time average must be the thermal equilibrium value ----
test_field = 1.0
equilibrium_step = 20 * time_step
start = rng.standard_normal((3, 1000))
start /= np.linalg.norm(start, axis=0)
mean_mz = simulate(start, test_field, equilibrium_step,
                   field_deviation(equilibrium_step), 20000, 8000, rng)[1]
ratio = moment * test_field / thermal_energy
langevin = 1 / np.tanh(ratio) - 1 / ratio
# Sampling error is about 0.01 for these correlated time series.
assert abs(mean_mz - langevin) < 0.04

# ---- The stated value ----
assert abs(sigma - 2.4) < 0.05

numerator = 2 * alpha * thermal_energy
denominator = GAMMA * moment * time_step
noise_strength = alpha * thermal_energy / (GAMMA * moment)
print(f"Cell edge: {edge * 1e9:.1f} nm")
print(f"Magnetization: {magnetization:.3e} A/m")
print(f"Damping: {alpha:.3f}")
print(f"Temperature: {temperature:.1f} K")
print(f"Time step: {time_step * 1e15:.1f} fs")
print(f"Gyromagnetic ratio: {GAMMA:.5e} rad/(s T)")
print(f"Cell volume: {volume:.3e} m^3")
print(f"Cell moment M V: {moment:.3e} J/T")
print(f"Thermal energy kB T: {thermal_energy:.4e} J")
print(f"Numerator 2 alpha kB T: {numerator:.4e} J")
print(f"Denominator gamma M V dt: {denominator:.4e} J/T^2")
print(f"Variance per component: {numerator / denominator:.4f} T^2")
print(f"Deviation per component: {sigma:.4f} T")
print(f"Deviation per component, H field: {sigma / MU0:.4e} A/m")
print(f"Noise strength D: {noise_strength:.4e} T^2 s")
print(f"RMS length of random vector: {np.sqrt(3) * sigma:.3f} T")
print(f"Rotation scale gamma sigma dt: {GAMMA * sigma * time_step:.5f} rad")
print(f"Zero-field relaxation time: "
      f"{1e9 / (2 * rotational_diffusion):.4f} ns")
print(f"Deviation at {long_step * 1e15:.0f} fs step: {sigma_long:.4f} T")
print(f"Deviation at {2 * edge * 1e9:.0f} nm edge, original step: "
      f"{field_deviation(time_step, (2 * edge)**3):.4f} T")
print(f"Precession-only noise, deviation factor: "
      f"{np.sqrt(1 + alpha**2):.6f} (dimensionless)")
print(f"Quadrature test, damping: {test_damping:.2f}")
print(f"Quadrature D / derived D, full noise: "
      f"{full_noise.mean() / derived:.8f}")
print(f"Quadrature D / derived D, precession-only noise: "
      f"{precession_noise.mean() / derived:.8f}")
print(f"Decay test duration: {duration * 1e12:.1f} ps")
print(f"Loss 1-<m_z>, theory: {loss_theory:.4f}")
print(f"Loss 1-<m_z>, simulated at 10 fs: {loss_short:.4f}")
print(f"Loss 1-<m_z>, simulated at 40 fs: {loss_long:.4f}")
print(f"Loss at 40 fs with unscaled deviation: {loss_wrong:.4f}")
print(f"Theory for fourfold diffusion rate: {loss_wrong_theory:.4f}")
print(f"Equilibrium test field: {test_field:.1f} T")
print(f"Equilibrium test step: {equilibrium_step * 1e15:.0f} fs")
print(f"Moment times field over kB T: {ratio:.4f}")
print(f"Equilibrium <m_z>, Langevin: {langevin:.4f}")
print(f"Equilibrium <m_z>, simulated: {mean_mz:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Cell edge: 2.0 nm
Magnetization: 1.000e+06 A/m
Damping: 0.010
Temperature: 300.0 K
Time step: 10.0 fs
Gyromagnetic ratio: 1.76086e+11 rad/(s T)
Cell volume: 8.000e-27 m^3
Cell moment M V: 8.000e-21 J/T
Thermal energy kB T: 4.1419e-21 J
Numerator 2 alpha kB T: 8.2839e-23 J
Denominator gamma M V dt: 1.4087e-23 J/T^2
Variance per component: 5.8806 T^2
Deviation per component: 2.4250 T
Deviation per component, H field: 1.9297e+06 A/m
Noise strength D: 2.9403e-14 T^2 s
RMS length of random vector: 4.200 T
Rotation scale gamma sigma dt: 0.00427 rad
Zero-field relaxation time: 0.5485 ns
Deviation at 40 fs step: 1.2125 T
Deviation at 4 nm edge, original step: 0.8574 T
Precession-only noise, deviation factor: 1.000050 (dimensionless)
Quadrature test, damping: 0.30
Quadrature D / derived D, full noise: 1.00000000
Quadrature D / derived D, precession-only noise: 1.09000000
Decay test duration: 20.0 ps
Loss 1-<m_z>, theory: 0.0358
Loss 1-<m_z>, simulated at 10 fs: 0.0359
Loss 1-<m_z>, simulated at 40 fs: 0.0356
Loss at 40 fs with unscaled deviation: 0.1367
Theory for fourfold diffusion rate: 0.1357
Equilibrium test field: 1.0 T
Equilibrium test step: 200 fs
Moment times field over kB T: 1.9315
Equilibrium <m_z>, Langevin: 0.5252
Equilibrium <m_z>, simulated: 0.5237
ALL CHECKS PASSED
```
